# Heat conduction across aligned insulating penny cracks, part 1

(Sections cited here and not found follow in the second part.)

## One crack and the mean temperature gradient

A coating 0.30 mm thick, with conductivity 2 W/(m K), carries a heat flux of 1 MW/m² with a temperature drop of 150 K. Cut into it $10^{14}$ flat, perfectly insulating cracks per cubic metre, each of radius 10 µm, all facing the heat flow. In the approximation derived here the same flux needs 190 K. The cracks have been given no volume, so no material has been removed, and a rule based on porosity would predict no change. The extra 40 K has to come from the way each crack makes the heat go round it.

Let the matrix be homogeneous and isotropic, with constant conductivity $k$, and let Fourier's law $\mathbf q=-k\nabla T$ hold within it. This requires the crack radius and the distances between cracks to be large compared with the mean free paths of the heat carriers. The cracks are circular discs of radius $a$ and zero thickness, there are $N$ of them per unit volume, and their normals lie along $z$. No heat crosses them. The state is steady and there are no heat sources. I take $z$ to increase towards the hot side, so that heat flows towards negative $z$. The mean flux component $\bar q$ is then negative, and

$$
G=-\frac{\bar q}{k}
$$

is positive. It is the gradient that would carry the same flux through the solid matrix.

The overall gradient of a cracked sample of volume $V$ is defined by the temperatures on its outer surface $S$, with outward normal $\mathbf n$:

$$
\bar G=\frac1V\oint_S T\,n_z\,dS .
$$

For a slab of area $A$ and thickness $L$ between two isothermal planes, $n_z$ is $+1$ on the hot plane, $-1$ on the cold plane and zero on the sides. The definition then gives $(T_{\rm hot}-T_{\rm cold})A/(AL)$, the ordinary temperature drop per length. The effective conductivity follows from $\bar q=-k_{\rm eff}\bar G$, so that

$$
k_{\rm eff}=k\,\frac{G}{\bar G}. \tag{1}
$$

To relate $\bar G$ to the cracks, apply the divergence theorem to the vector $T\hat{\mathbf z}$ in the matrix. The boundary of the matrix consists of $S$ and both faces of every crack. On the upper face the matrix lies above the crack, so the normal pointing out of the matrix is $-\hat{\mathbf z}$. On the lower face it is $+\hat{\mathbf z}$. Hence

$$
\int_V\frac{\partial T}{\partial z}\,dV
=\oint_S T n_z\,dS-\sum_{\rm cracks}\int\left[T(0^+)-T(0^-)\right]dS .
$$

The rim of a crack adds nothing: the temperature stays finite there, and a thin tube drawn round the rim has an area that shrinks to zero. Write $[T]=T(0^+)-T(0^-)$ for the jump, upper face minus lower face. Division by $V$ and rearrangement give

$$
\bar G=\frac1V\int_V\frac{\partial T}{\partial z}\,dV
+\frac1V\sum_{\rm cracks}\int[T]\,dS .
$$

The first term is known. Consider the slab with insulated sides. The same total heat crosses every section normal to $z$, since there are no sources, so the volume average of $q_z$ is the flux $\bar q$ through the ends. The cracks occupy no volume, and in the matrix $\partial T/\partial z=-q_z/k$. The volume average of $\partial T/\partial z$ is therefore $-\bar q/k=G$, and

$$
\bar G=G+\frac1V\sum_{\rm cracks}\int[T]\,dS . \tag{2}
$$

This relation contains no approximation about how the cracks influence one another. It says where the additional temperature drop resides: in the jumps across the cracks. What remains is to find those jumps.

Take one crack in an unbounded matrix, centred at the origin, with $T\to Gz$ far away. The zero of temperature is the value on the midplane outside the crack. The conditions are $\nabla^2T=0$ in the matrix and $\partial T/\partial z=0$ on both faces. Coordinates in which the disc is a coordinate surface make this a problem in one variable. With $r$ the distance from the axis, set

$$
z=a\mu\zeta,\qquad r=a\sqrt{(1-\mu^2)(1+\zeta^2)},\qquad \zeta\ge0,\quad -1\le\mu\le1 .
$$

At $\zeta=0$ these give $z=0$ and $r=a\sqrt{1-\mu^2}\le a$, which is the disc, with $\mu>0$ on its upper face and $\mu<0$ on its lower face. The midplane outside the disc is $\mu=0$. Far away, $\zeta\to R/a$ and $\mu\to\cos\theta$, where $R$ is the distance from the centre and $\theta$ the angle from the $z$ axis.

The heat equation in these coordinates needs the lengths associated with small changes of $\zeta$ and $\mu$. The derivatives are

$$
\frac{\partial z}{\partial\zeta}=a\mu,\quad
\frac{\partial r}{\partial\zeta}=a\zeta\sqrt{\frac{1-\mu^2}{1+\zeta^2}},\quad
\frac{\partial z}{\partial\mu}=a\zeta,\quad
\frac{\partial r}{\partial\mu}=-a\mu\sqrt{\frac{1+\zeta^2}{1-\mu^2}} .
$$

The products of the $z$ derivatives and of the $r$ derivatives are $a^2\mu\zeta$ and $-a^2\mu\zeta$. They cancel, so the coordinates are orthogonal. The squared scale factors are

$$
h_\zeta^2=a^2\left[\mu^2+\frac{\zeta^2(1-\mu^2)}{1+\zeta^2}\right]
=a^2\frac{\zeta^2+\mu^2}{1+\zeta^2},
$$

$$
h_\mu^2=a^2\left[\zeta^2+\frac{\mu^2(1+\zeta^2)}{1-\mu^2}\right]
=a^2\frac{\zeta^2+\mu^2}{1-\mu^2},
$$

and the scale factor for the angle round the axis is $h_\varphi=r$. For an axisymmetric field in orthogonal coordinates, conservation of heat in a small cell reads

$$
\frac{\partial}{\partial\zeta}\left(\frac{h_\mu h_\varphi}{h_\zeta}\frac{\partial T}{\partial\zeta}\right)
+\frac{\partial}{\partial\mu}\left(\frac{h_\zeta h_\varphi}{h_\mu}\frac{\partial T}{\partial\mu}\right)=0 .
$$

The ratio $h_\mu/h_\zeta$ is $\sqrt{(1+\zeta^2)/(1-\mu^2)}$. Multiplied by $r$ it gives $a(1+\zeta^2)$, while $h_\zeta r/h_\mu=a(1-\mu^2)$. The common factor $a$ drops out:

$$
\frac{\partial}{\partial\zeta}\left[(1+\zeta^2)\frac{\partial T}{\partial\zeta}\right]
+\frac{\partial}{\partial\mu}\left[(1-\mu^2)\frac{\partial T}{\partial\mu}\right]=0 .
$$

The imposed field is $Gz=Ga\mu\zeta$, proportional to $\mu$. This suggests $T=\mu F(\zeta)$. The second term is then $F\,d(1-\mu^2)/d\mu=-2\mu F$, and the equation becomes

$$
\left[(1+\zeta^2)F'\right]'=2F .
$$

One solution is $F=\zeta$, the imposed field itself. For the other, put $F=\zeta u$, so $F'=u+\zeta u'$. The left side is

$$
2\zeta u+(1+\zeta^2)u'+\left[\zeta(1+\zeta^2)u'\right]',
$$

and the right side is $2\zeta u$. With $p=\zeta(1+\zeta^2)u'$ the remaining terms read $p/\zeta+p'=0$, which gives $p=C/\zeta$ and

$$
u'=\frac{C}{\zeta^2(1+\zeta^2)}=C\left(\frac1{\zeta^2}-\frac1{1+\zeta^2}\right).
$$

Since the derivative of $\operatorname{arccot}\zeta$ is $-1/(1+\zeta^2)$, integration gives $u=C(-1/\zeta+\operatorname{arccot}\zeta)$. The constant of integration is set to zero because it would bring back the growing solution. After multiplication by $\zeta$ and choice of $C=-1$, the second solution is $1-\zeta\operatorname{arccot}\zeta$. At large $\zeta$ the expansion $\operatorname{arccot}\zeta=1/\zeta-1/(3\zeta^3)+\dots$ shows that it decays as $1/(3\zeta^2)$. The temperature is therefore

$$
T=Ga\mu\zeta+A\mu\left(1-\zeta\operatorname{arccot}\zeta\right),
$$

with one amplitude $A$ left to find.

On the disc, $\partial r/\partial\zeta=0$ and $\partial z/\partial\zeta=a\mu$, so $\partial T/\partial z=(a\mu)^{-1}\partial T/\partial\zeta$. The derivative of the second solution is

$$
\frac{d}{d\zeta}\left(1-\zeta\operatorname{arccot}\zeta\right)
=-\operatorname{arccot}\zeta+\frac{\zeta}{1+\zeta^2}\;\longrightarrow\;-\frac\pi2
\qquad(\zeta\to0).
$$

Zero flux through the faces thus requires $Ga-\pi A/2=0$, or $A=2Ga/\pi$, and

$$
T=Ga\mu\zeta+\frac{2Ga}{\pi}\,\mu\left(1-\zeta\operatorname{arccot}\zeta\right). \tag{3}
$$

The field is smooth across the midplane outside the disc. It is also the only solution with bounded temperature at the rim. The difference $D$ of two such solutions decays at infinity and has no flux through the faces. Multiplying $\nabla^2D=0$ by $D$ and integrating by parts leaves $\int|\nabla D|^2dV=0$, so $D$ is a constant, and the decay makes it zero.

Equation (3) shows where the blocked heat goes. On the midplane outside the crack, $\mu=0$, $\partial z/\partial\mu=a\zeta$ and $\partial r/\partial\mu=0$, so

$$
\frac{\partial T}{\partial z}=\frac1{a\zeta}\frac{\partial T}{\partial\mu}
=G+\frac{2G}{\pi}\left(\frac1\zeta-\operatorname{arccot}\zeta\right),
\qquad \zeta=\sqrt{\frac{r^2}{a^2}-1}.
$$

The second term is the additional gradient. Its integral over the plane, with $r\,dr=a^2\zeta\,d\zeta$, is

$$
4Ga^2\int_0^\infty\left(1-\zeta\operatorname{arccot}\zeta\right)d\zeta
=2Ga^2\Big[\zeta-\zeta^2\operatorname{arccot}\zeta+\arctan\zeta\Big]_0^\infty=\pi a^2G .
$$

This equals the flux, divided by $k$, that would have crossed the disc. All of it passes round the rim. The gradient grows there as $1/\zeta$, that is, as the inverse square root of the distance from the rim, which is integrable.

On the faces $\zeta=0$ and $\mu=\pm\sqrt{1-r^2/a^2}$. The upper face is warmer and the lower face colder than the midplane, by equal amounts, so

$$
[T]=\frac{4G}{\pi}\sqrt{a^2-r^2}. \tag{4}
$$

The jump is largest at the centre, where heat must make the longest detour, and vanishes at the rim. Its integral over the disc follows with $s=a^2-r^2$ and $r\,dr=-ds/2$:

$$
\int[T]\,dS=2\pi\,\frac{4G}{\pi}\int_0^a r\sqrt{a^2-r^2}\,dr
=8G\cdot\frac12\int_0^{a^2}\sqrt s\,ds=\frac83\,Ga^3 . \tag{5}
$$

The cube of the radius has a simple origin. The jump scales as $Ga$ and acts over an area that scales as $a^2$. The thickness of the crack plays no part, which is why porosity is the wrong measure of the damage.

The sign and weight of the jump in the averaging relation can be checked on the finite spheroid $\zeta<2$ around one crack. In units of $Ga^3$, the surface integral of $Tn_z$ is 42.85730 and the volume integral of $\partial T/\partial z$ is 40.19063. They differ by 2.66667, the integrated jump.

Equation (5) applies to a crack alone in the gradient $G$. In a body with many cracks each one also feels the disturbances caused by the others. The noninteracting approximation replaces the field acting on every crack by the uniform gradient $G$ that belongs to the mean flux. The sum in (2), divided by $V$, is then $N$ times (5), and with the crack density

$$
c=Na^3
$$

the overall gradient is $\bar G=G(1+8c/3)$. Equation (1) gives

$$
k_{\rm eff}=\frac{k}{1+\dfrac{8c}{3}} . \tag{6}
$$

The conductivity is multiplied by $1/(1+8c/3)$. Equivalently, the resistivity $1/k_{\rm eff}$ exceeds $1/k$ by the fraction $8c/3$, and every crack adds the same amount.

For the coating, $c=10^{14}\times(10^{-5})^3=0.1$ and $8c/3=0.2667$. The effective conductivity is $2/1.2667=1.58$ W/(m K), and the temperature drop is $150\times1.2667=190$ K. The gradient in the solid matrix would be $10^6/2=5\times10^5$ K/m, so the jump at the centre of a crack is $4\times(5\times10^5)\times10^{-5}/\pi=6.4$ K. The coating is 30 crack radii thick, and the influence of its two surfaces on nearby cracks has been neglected.

In the noninteracting approximation, aligned insulating cracks divide the conductivity by $1+8c/3$, which raises the coating's temperature drop from 150 K to 190 K. It remains to examine how far the influence of the cracks on one another, and heat exchange between their faces, change this result.

Numerical values quoted here were computed with a short program.
